\section*{Why two XPS measures of F/C differ in fluorocarbon films}

\section{What dimensions and symmetry fix}

X-ray photoelectron spectroscopy gives the fluorine-to-carbon ratio of a film in two ways. One compares the F 1s intensity with the total C 1s intensity. The other uses C 1s alone and counts the fluorine atoms on each carbon from its chemical shift. Call the results $R_{FC}$ and $R_C$.

Take first a thick film of uniform carbon density. Its local ratio $r(z)$ goes from $r_s$ at the surface, $z=0$, to $r_b$ in depth, over a length $w$. Each calibrated result is linear in $r$ and returns $r$ when the film is uniform. If electrons are attenuated over a length $L$, the one dimensionless variable is $w/L$, so
\begin{equation}
A(L)=r_b+\Delta r\,\varphi(w/L),\qquad \Delta r=r_s-r_b .
\end{equation}
The fluorine seen through C 1s is weighted with $L_C$, and that seen through F 1s with $L_F$. Hence $R_C=A(L_C)$ and $R_{FC}=A(L_F)$, with the same function $\varphi$. Their difference changes sign when the two lengths are exchanged, and it vanishes when they are equal. What remains is to find how $A$ depends on $L$, and what a finite thickness $d$ adds through $d/L$.

\section{Intensities and calibration}

The film is flat and laterally uniform, with carbon density $n_C$. Every fluorine is bonded to one carbon. A fraction $f_k(z)$ of the carbon carries $k$ fluorines, $k=0,\dots,3$, so $r=\sum_k k f_k$. Carbon that merely neighbours a CF$_k$ group, with no fluorine of its own, counts as $k=0$.

An electron leaving at angle $\theta$ from the normal travels $z/\cos\theta$ in the film. With mean free path $\lambda$ its survival probability is $e^{-z/L}$, $L=\lambda\cos\theta$. Let $K_F$ and $K_C$ collect photon flux, cross-section and detection, with $K_C$ the same for all C 1s components. Then
\begin{align}
I_F&=K_Fn_C\int_0^d r(z)e^{-z/L_F}\,dz,\\
I_k&=K_Cn_C\int_0^d f_k(z)e^{-z/L_C}\,dz .
\end{align}

A thick uniform standard of known ratio $r_0$ and carbon density $n_0$ gives $I_F^0=K_Fn_0r_0L_F$ and $I_C^0=K_Cn_0L_C$. The sensitivity factor is therefore
\begin{equation}
S=\frac{I_F^0}{r_0I_C^0}=\frac{K_FL_F}{K_CL_C}.
\end{equation}
If the standard has other attenuation lengths, $S$ must first be converted to those of the film. Since $\sum_kf_k=1$, the two measures are
\begin{align}
R_{FC}&=\frac{I_F}{S\sum_kI_k}
=\frac{L_F^{-1}\int_0^d r\,e^{-z/L_F}dz}{L_C^{-1}\int_0^d e^{-z/L_C}dz},\\
R_C&=\frac{\sum_kkI_k}{\sum_kI_k}
=\frac{\int_0^d r\,e^{-z/L_C}dz}{\int_0^d e^{-z/L_C}dz}.
\end{align}

\section{Simple case: a fluorine-rich skin on a thick film}

Let $r=r_s$ for $z<t$ and $r=r_b$ below, with $d\to\infty$. The normalized weight $e^{-z/L}/L$ puts a share $1-e^{-t/L}$ into the skin, so
\begin{align}
A(L)&=r_b+\Delta r\,(1-e^{-t/L}),\\
R_{FC}-R_C&=\Delta r\left(e^{-t/L_C}-e^{-t/L_F}\right).\label{eq:skin}
\end{align}
F 1s electrons have the higher binding energy, hence the lower kinetic energy. In the energy range of the example below this gives $L_F<L_C$. Then $e^{-t/L_C}>e^{-t/L_F}$, and $R_{FC}>R_C$ for $\Delta r>0$: the F 1s signal comes more from the skin.

Limits: for $t\to0$ the skin is invisible to both measures, and for $t\to\infty$ neither sees below it. The difference vanishes in both cases, so it has a maximum between them.

\section{Any falling profile, any thickness}

For finite $d$ define the weighted mean
\begin{equation}
A(L)=\frac{\int_0^d r\,e^{-z/L}dz}{\int_0^d e^{-z/L}dz}.
\end{equation}
With $\int_0^de^{-z/L}dz=L(1-e^{-d/L})$, the numerator of $R_{FC}$ is $A(L_F)(1-e^{-d/L_F})$ and its denominator is $1-e^{-d/L_C}$. Thus
\begin{equation}
R_C=A(L_C),\qquad R_{FC}=A(L_F)\,G,\qquad
G=\frac{1-e^{-d/L_F}}{1-e^{-d/L_C}}.\label{eq:main}
\end{equation}

\textit{Gradient factor.} Put $s=1/L$, $N=\int_0^d r e^{-sz}dz$ and $D=\int_0^de^{-sz}dz$. Differentiation brings down $-z$:
\begin{equation}
\frac{dA}{ds}=\frac{N'}{D}-\frac{N}{D}\frac{D'}{D}
=-\langle rz\rangle+\langle r\rangle\langle z\rangle
=-\mathrm{Cov}(r,z),
\end{equation}
where the averages have weight $e^{-sz}/D$. For two independent depths $z,z'$ with this weight,
\begin{equation}
\tfrac12\langle (r-r')(z-z')\rangle
=\tfrac12\left(2\langle rz\rangle-2\langle r\rangle\langle z\rangle\right)
=\mathrm{Cov}(r,z).
\end{equation}
If $r$ nowhere rises with depth, the product on the left is never positive. If $r$ also takes different values over two depth ranges, the average is negative. Then $dA/ds>0$, and $1/L_F>1/L_C$ gives $A(L_F)>A(L_C)$.

\textit{Thickness factor.} The function $1-e^{-sd}$ rises with $s$, so $G>1$ for finite $d$, and $G\to1$ for $d\to\infty$. Since $A$ is positive here,
\begin{equation}
R_{FC}=G\,A(L_F)\ge A(L_F)>A(L_C)=R_C ,
\end{equation}
which is the result sought.

Thick limit: $G=1$, and both a gradient and unequal lengths are needed for a difference. A rising profile reverses the sign of the covariance and gives $R_{FC}<R_C$.

Thin limit: for $d\ll L_F,L_C$ both exponentials are nearly 1 over the film. Both means then tend to the plain depth average, and the gradient factor tends to 1. Expanding $1-e^{-d/L}\simeq d/L$ gives $G\to L_C/L_F$. A thin film thus shows an excess even if its composition is uniform. The cause is still the unequal escape depths, but the excess no longer proves a fluorine-rich surface.

\section{How large can the gradient effect be?}

In a thick film a falling profile is a sum of skins of different depths. With $\Theta$ the unit step,
\begin{equation}
r(z)=r_b+\int_0^\infty\left(-\frac{dr}{dt}\right)\Theta(t-z)\,dt ,
\end{equation}
with non-negative weights of total $\Delta r$; a jump in $r$ contributes a delta function. By linearity, the difference is the weighted sum of the bracket in Eq.~\eqref{eq:skin}, so it cannot exceed $\Delta r$ times the maximum of that bracket. Setting its derivative to zero,
\begin{equation}
\frac{e^{-t/L_C}}{L_C}=\frac{e^{-t/L_F}}{L_F}
\quad\Rightarrow\quad
t^*=\frac{\ln(L_C/L_F)}{1/L_F-1/L_C}.
\end{equation}
Write $q=L_F/L_C$. Then $1/L_F-1/L_C=(1-q)/(qL_C)$, so $t^*/L_C=-q\ln q/(1-q)$ and $e^{-t^*/L_C}=q^{q/(1-q)}$. Raising this to the power $1/q$ gives $e^{-t^*/L_F}=q^{1/(1-q)}=q\,q^{q/(1-q)}$. Subtraction yields
\begin{equation}
R_{FC}-R_C\le\Delta r\,(1-q)\,q^{q/(1-q)}\qquad(d\to\infty).
\end{equation}
A single skin of depth $t^*$ reaches the bound. A larger difference in a thick film cannot come from a falling profile with this $\Delta r$; it needs a profile that rises somewhere, such as a buried fluorine-rich layer, or another cause.

For a smooth profile $r=r_b+\Delta r\,e^{-z/w}$ the thick-film integral is
\begin{equation}
\frac1L\int_0^\infty e^{-z(1/w+1/L)}dz=\frac{w}{w+L}.
\end{equation}
Subtracting its values at the two lengths, and dividing numerator and denominator by $w$,
\begin{equation}
R_{FC}-R_C=\frac{\Delta r\,w(L_C-L_F)}{(w+L_F)(w+L_C)}
=\frac{\Delta r\,(L_C-L_F)}{w+L_FL_C/w+L_F+L_C}.
\end{equation}
The sum $w+L_FL_C/w$ is least at $w=\sqrt{L_FL_C}$, where the denominator is $(\sqrt{L_F}+\sqrt{L_C})^2$. The greatest difference is $\Delta r(\sqrt{L_C}-\sqrt{L_F})/(\sqrt{L_C}+\sqrt{L_F})$. For finite $d$ the integrals stop at $d$:
\begin{equation}
A(L)=r_b+\Delta r\,\frac{w}{w+L}\,
\frac{1-e^{-d/L-d/w}}{1-e^{-d/L}} .
\end{equation}

\section{A film of 5 nm}

The example uses rough, round film parameters: $d=5$ nm, $w=1.5$ nm and 0.05 mol/cm$^3$ of carbon. The CF$_k$ fractions for $k=0$ to 3 are $(0.10,0.20,0.45,0.25)$ at the surface and $(0.45,0.30,0.20,0.05)$ in depth. Hence
\begin{align}
r_s&=0.20+2(0.45)+3(0.25)=1.85,\\
r_b&=0.30+2(0.20)+3(0.05)=0.85 .
\end{align}
Al K$\alpha$ photons of about 1487 eV and rough binding energies of 688 and 290 eV leave 799 eV for F 1s and 1197 eV for C 1s. The TPP-2M formula, for F/C $=1.2$, density 1.74 g/cm$^3$ and a gap of 5 eV, gives $L_F=2.47$ nm and $L_C=3.38$ nm at normal emission, so $q=0.732$. The lengths are not known to three digits: a gap between 2 and 8 eV moves $L_F$ from 2.33 to 2.77 nm and $L_C$ from 3.19 to 3.78 nm, while $q$ stays within 0.731 to 0.733.

The weighted means are $A(L_F)=1.283$ and $A(L_C)=1.245$. The filled fractions $1-e^{-d/L}$ are 0.8675 and 0.7721, so $G=1.124$. Equation~\eqref{eq:main} gives
\begin{equation}
R_C=1.245,\qquad R_{FC}=1.283\times1.124=1.442 .
\end{equation}
The excess of 16\% relative to $R_C$ comes mostly from thickness: the gradient supplies a factor 1.031. Both results exceed the true depth average, 1.139, which is the limit $L\to\infty$ of $A$.

Changing one feature at a time separates the causes. A thick film with the same profile gives 1.227 and 1.157. Their difference, 0.070, lies below the bound of 0.114 and below the exponential maximum of 0.078, which occurs at $w=2.89$ nm. A uniform 5 nm film with $r=0.85$ gives $R_{FC}=0.955$, an excess of 12\% with no gradient at all. If the surface and deep compositions are exchanged, the 5 nm film still has $R_{FC}/R_C=1.094$, while the thick film has 0.955. In the thin film $G$ outweighs the reversed gradient.

Tilting helps. At $60^\circ$, with the film unchanged, both lengths are halved; $G$ falls to 1.0363 and the gradient factor rises to 1.0465. Also, $R_C$ rises from 1.245 to 1.345. In this model a uniform film of any thickness has $R_C=r$ at every angle, so this change reveals a gradient, whereas $R_{FC}>R_C$ at one angle does not. The test needs a clean surface, because a hydrocarbon overlayer lowers $R_C$ more at grazing exit. Under 0.3 nm of hydrocarbon with the film's carbon density, $R_C$ of the same film rises only from 1.111 to 1.116. These tilted values also neglect elastic scattering.

\section{Where the inequality can fail}

\textit{Hydrocarbon overlayer.} Let a fluorine-free layer of thickness $h$, with the same attenuation lengths, cover the film. It multiplies $I_F$ by $e^{-h/L_F}$ and the film's C 1s lines by $e^{-h/L_C}$. Its own carbon enters the total C 1s intensity, the denominator of both measures, and cancels in their quotient. Thus
\begin{equation}
\frac{R_{FC}}{R_C}\to\frac{R_{FC}}{R_C}\,e^{-h(1/L_F-1/L_C)},\qquad
h_0=\frac{\ln(R_{FC}/R_C)}{1/L_F-1/L_C},
\end{equation}
where $h_0$, computed from the uncovered film, cancels the excess. It is 1.35 nm for the 5 nm film and 0.54 nm for the thick one. The fluorine profile including the overlayer no longer falls everywhere, so the proof is not contradicted.

\textit{Non-uniform carbon.} If $n_C$ varies while the attenuation lengths are held fixed, it enters the weight of both means, and $G$ is replaced by
\begin{equation}
G_n=\frac{L_F^{-1}\int_0^d n_Ce^{-z/L_F}dz}{L_C^{-1}\int_0^d n_Ce^{-z/L_C}dz}.
\end{equation}
In a thick film whose carbon density rises with depth, $G_n<1$, by the covariance argument applied to $n_C$. It then opposes the fluorine gradient. A surface deficit of 20\%, decaying over $w$ with $r(z)$ held fixed, lowers the quotient from 1.061 to 1.045 in the thick film and from 1.158 to 1.149 in the 5 nm film. These values depend on the fixed lengths. If the local paths instead vary as $1/n_C$, the density factor equals 1 in a thick film, and the same deficit gives quotients of 1.058 (thick) and 1.165 (5 nm).

\textit{Calibration and line fitting.} $R_{FC}$ varies as $1/S$, so a sensitivity factor too large by 6\% would hide the thick-film excess. Assigning a share $\epsilon$ of the C 1s intensity to a component with one fluorine too many raises $R_C$ by $\epsilon$; here a share of 0.07 would close the thick-film gap.

\section{The example beside a real etch}

In selective etching of oxide over silicon with a fluorocarbon plasma, silicon carries a steady-state film that is typically a few nanometres thick. The film on oxide is thinner, because oxygen from the oxide helps to remove carbon. The chosen 5 nm is within the usual range on silicon; the composition and its gradient depend on the process and are illustrative. In the model, two films of the same uniform composition but different thickness give different $R_{FC}$, with $G$ approaching $1/0.732=1.37$ for the thinnest. A comparison of films on oxide and silicon by $R_{FC}$ therefore needs at least a thickness correction. The example also assumes a clean surface. If air exposure left a hydrocarbon layer, 0.3 nm of hydrocarbon with the film's carbon density would lower $R_{FC}$ from 1.442 to 1.246 and $R_C$ from 1.245 to 1.111.

The other effects estimated here change the two ratios less for this 5 nm film. A crude elastic-scattering estimate treats transport scattering as loss. With Born transport lengths of 17 nm for F 1s and 34 nm for C 1s, adding reciprocal lengths shortens $L_F$ to 2.16 nm and $L_C$ to 3.07 nm; the quotient becomes 1.164. The Born approximation is marginal for fluorine at these energies; partial waves for the same screened potential give about 18.5 and 35 nm and a quotient of 1.162. Giving each C 1s component the path for its own energy changes the quotient by about 0.001. Letting the TPP-2M paths follow the local composition changes it by a similar amount, but only because that formula, at fixed gap and carbon density, gives nearly the same path at 1.41 and 2.36 g/cm$^3$; paths inversely proportional to the local mass density would lower the quotient by 0.018. One fluorine per silicon atom at a Si(100) interface, 6.8 per nm$^2$, adds 0.016 to $R_{FC}$, since this fluorine is absent from C 1s. Under a 1 nm film the same interface fluorine would add 0.24, so thin films need a correction for it as well. A common error of 20\% in both lengths matters more: the quotient is 1.132 for shorter and 1.180 for longer lengths. An error of 10\% in one length alone, with the calibration converted to the same lengths, shifts the quotient by 0.05 to 0.06. The excess survives each of these changes taken singly, but its size is uncertain by several hundredths. The numerical output below lists most of these values.

\section*{Computed results}
\begin{verbatim}
photon energy 1487 eV; binding F 1s 688, C 1s 290 eV
kinetic energy F 1s 799 eV, C 1s 1197 eV
carbon density 0.050 mol/cm3 = 30.11 atoms/nm3
band gap 5.0 eV; reference F/C for mean free paths 1.20
mass density at reference F/C 1.74 g/cm3
TPP-2M lengths: L_F 2.474 nm, L_C 3.381 nm, L_F/L_C 0.7317
film thickness d 5.0 nm, profile width w 1.5 nm
surface fractions of CF_k, k=0..3: [0.1  0.2  0.45 0.25]
deep fractions of CF_k, k=0..3: [0.45 0.3  0.2  0.05]
true F/C: surface 1.850, deep 0.850, step 1.000
true mean F/C over the 5 nm film 1.139
A(L_F) 1.2831, A(L_C) 1.2448 (5 nm film)
gradient factor A(L_F)/A(L_C) 1.0308
filled fractions 1-exp(-d/L): F 0.8675, C 0.7721
thickness factor G 1.1236
5 nm film: R_FC 1.442, R_C 1.245, quotient 1.158
thick film: R_FC 1.227, R_C 1.157, quotient 1.061
5 nm film, uniform deep composition: R_FC 0.955, R_C 0.850, quotient 1.124
5 nm film, reversed gradient: R_FC 1.592, R_C 1.455, quotient 1.094
thick film, reversed gradient: R_FC 1.473, R_C 1.543, quotient 0.955
5 nm film at 60 degrees: R_FC 1.459, R_C 1.345, quotient 1.084
at 60 degrees: gradient factor 1.0465, G 1.0363
slope dA/d(1/L) at L_C 0.35812 nm, -Cov(r,z) 0.35812 nm
thick-film bound on R_FC-R_C 0.1145, step depth 2.881 nm
largest random-profile difference / bound 0.9996
best exponential width 2.892 nm, difference 0.0779
cancelling overlayer: 5 nm film 1.354 nm, thick film 0.543 nm
5 nm film under 0.3 nm hydrocarbon: R_FC 1.246, R_C 1.111, quotient 1.121
transport lengths: F 1s 17.0 nm, C 1s 33.7 nm
lengths with elastic loss: F 2.161 nm, C 3.073 nm
5 nm film, elastic estimate: R_FC 1.461, R_C 1.255, quotient 1.164
5 nm film, composition-dependent paths: R_FC 1.443, R_C 1.245, quotient 1.159
largest shift from 2000 to 4000 depth points 1.2e-07
5 nm film, C 1s lines with own paths: R_FC 1.441, R_C 1.244, quotient 1.159
5 nm film, 20% less carbon at surface: R_FC 1.410, R_C 1.228, quotient 1.149
thick film, 20% less carbon at surface: R_FC 1.190, R_C 1.139, quotient 1.045
Si(100) surface density 6.78 atoms/nm2
rise of R_FC from one F per interface Si atom 0.0156
5 nm film, both lengths 20% shorter: R_FC 1.438, R_C 1.271, quotient 1.132
5 nm film, both lengths 20% longer: R_FC 1.448, R_C 1.227, quotient 1.180
\end{verbatim}
